# Double hysteresis in zirconia without alternating dipoles along the field: test program

```python
"""
Result under test: a double polarization-field loop does not reveal whether the
zero-field state holds alternating dipoles along the field.
  P  polarization along the field (C/m^2)      E  field (V/m)
  s  nonpolar structural coordinate, zero in the zero-field state
  A  staggered polarization; the two sublattices carry P + A and P - A
Nonpolar model:  F = a P^2/2 + b0 P^4/4 + c P^6/6 + K s^2/2 - h s P^2
Reduced energy:  G = a P^2/2 - b P^4/4 + c P^6/6,  b = 2 h^2/K - b0
Antipolar twin:  F' = G(P) + (lam/4) (A^2 (1 + P^2/w^2) - A0^2)^2
Claims: both give the same loop, with switching fields at the folds of dG/dP;
the tetragonal fluorite-type structure allows no site dipole normal to c.
"""
import itertools
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0

# ---------- site symmetry of the tetragonal fluorite-type structure ----------
signed_permutations = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        matrix = np.zeros((3, 3))
        for row in range(3):
            matrix[row, perm[row]] = signs[row]
        signed_permutations.append(matrix)


def build_crystal(oxygen_shift, antipolar_shift=0.0):
    """Fractional positions; oxygen columns shift alternately along z.
    antipolar_shift moves successive cation layers along +x and -x."""
    cations = np.array([[0, 0, 0], [.5, .5, 0], [.5, 0, .5], [0, .5, .5]])
    cations[:, 0] += np.where(cations[:, 2] < 0.25, 1, -1) * antipolar_shift
    oxygens = []
    for x, y, z in itertools.product((0.25, 0.75), repeat=3):
        oxygens.append([x, y, z + (oxygen_shift if x == y else -oxygen_shift)])
    return cations, np.array(oxygens)


def maps_onto_itself(crystal, rotation, translation):
    for atoms in crystal:
        images = atoms @ rotation.T + translation
        gaps = images[:, None, :] - atoms[None, :, :]
        gaps -= np.round(gaps)
        if np.linalg.norm(gaps, axis=2).min(axis=1).max() > 1e-6:
            return False
    return True


def site_group(crystal, site):
    return [R for R in signed_permutations
            if maps_onto_itself(crystal, R, site - R @ site)]


def crystal_class(crystal):
    cations = crystal[0]
    return [R for R in signed_permutations
            if any(maps_onto_itself(crystal, R, target - R @ cations[0])
                   for target in cations)]


shift = 0.05
tetragonal = build_crystal(shift)
cation_groups = [site_group(tetragonal, r) for r in tetragonal[0]]
oxygen_groups = [site_group(tetragonal, r) for r in tetragonal[1]]
for group in cation_groups:
    assert np.allclose(np.mean(group, axis=0), 0)
for group in oxygen_groups:
    assert np.allclose(np.mean(group, axis=0), np.diag([0, 0, 1]))
tetragonal_class = crystal_class(tetragonal)
assert len(tetragonal_class) == 16
assert any(np.allclose(R, -np.eye(3)) for R in tetragonal_class)
x_axis = np.array([1.0, 0, 0])
polar_class = [R for R in tetragonal_class if np.allclose(R @ x_axis, x_axis)]
assert sorted(round(np.trace(R)) for R in polar_class) == [-1, 1, 1, 3]
assert np.allclose(np.mean(polar_class, axis=0), np.diag([1, 0, 0]))
# control: a truly antipolar crystal must be recognised as such
antipolar = build_crystal(shift, antipolar_shift=0.02)
assert np.allclose(np.mean(crystal_class(antipolar), axis=0), 0)
for site in antipolar[0]:
    assert np.mean(site_group(antipolar, site), axis=0)[0, 0] > 0.9

# ---------- model parameters and closed formulas ----------
a, b0, c = 4.5e9, 5.0e10, 1.5e12
K, h = 1.0e11, 1.0e11
lam, w, A0 = 2.0e11, 0.10, 0.15
b = 2 * h**2 / K - b0
tau = a * c / b**2
E_max = 500e6


def G(P):
    return a * P**2 / 2 - b * P**4 / 4 + c * P**6 / 6


def field(P):
    return a * P - b * P**3 + c * P**5


def positive_roots(E):
    roots = np.roots([c, 0, -b, 0, a, -E])
    real = roots[np.abs(roots.imag) < 1e-9].real
    return np.sort(real[real > 0])


root_term = np.sqrt(9 * b**2 - 20 * a * c)
P_u = np.sqrt((3 * b - root_term) / (10 * c))
P_d = np.sqrt((3 * b + root_term) / (10 * c))
E_up, E_down = field(P_u), field(P_d)
P_land_up = positive_roots(E_up)[-1]
P_land_down = positive_roots(E_down)[0]
P_m = positive_roots(E_max)[-1]
W_in = G(P_u) + E_up * (P_land_up - P_u) + G(P_m) - G(P_land_up)
W_rec = G(P_m) - G(P_d) + E_down * (P_d - P_land_down) + G(P_land_down)

# ---------- numerical loops from the full two-variable energies ----------
p, q = sp.symbols("p q", real=True)


def derivatives(energy):
    gradient = [sp.diff(energy, v) for v in (p, q)]
    hessian = [[sp.diff(g, v) for v in (p, q)] for g in gradient]
    return sp.lambdify((p, q), gradient), sp.lambdify((p, q), hessian)


def nonpolar_energy(a_value, h_value):
    return (a_value * p**2 / 2 + b0 * p**4 / 4 + c * p**6 / 6
            + K * q**2 / 2 - h_value * q * p**2)


def follow(energy, start, fields):
    """Follow the local minimum with short descent steps at each field."""
    gradient, hessian = derivatives(energy)
    state, path = np.array(start, float), []
    for E in fields:
        for _ in range(5000):
            slope = np.array(gradient(*state), float) - np.array([E, 0.0])
            values, vectors = np.linalg.eigh(np.array(hessian(*state), float))
            step = vectors.T @ slope / np.maximum(np.abs(values), 1.0)
            step = np.clip(step, -0.002, 0.002)
            state = state - vectors @ step
            if np.abs(step).max() < 1e-11:
                break
        else:
            raise AssertionError("relaxation did not converge")
        assert values.min() > 0
        path.append(state.copy())
    return np.array(path)


N = 500
cycle = 1e6 * np.concatenate([np.arange(0, N + 1), np.arange(N - 1, -N - 1, -1),
                              np.arange(-N + 1, N + 1)])
nonpolar = follow(nonpolar_energy(a, h), (0, 0), cycle)
twin_energy = (a * p**2 / 2 - b * p**4 / 4 + c * p**6 / 6
               + lam / 4 * (q**2 * (1 + p**2 / w**2) - A0**2)**2)
twin = follow(twin_energy, (0, A0), cycle)
P_loop = nonpolar[:, 0]
loop_difference = np.abs(P_loop - twin[:, 0]).max()
assert loop_difference < 1e-7
assert np.abs(P_loop[N:3*N + 1] + P_loop[3*N:5*N + 1]).max() < 1e-7
assert abs(P_loop[2*N]) < 1e-9 and abs(nonpolar[2*N, 1]) < 1e-9
assert np.allclose(nonpolar[:, 1], h * P_loop**2 / K, atol=1e-9)
assert np.allclose(twin[:, 1], A0 / np.sqrt(1 + twin[:, 0]**2 / w**2), atol=1e-8)

charge_P, charge_E = P_loop[:N + 1], cycle[:N + 1]
release_P, release_E = P_loop[N:2*N + 1], cycle[N:2*N + 1]
i_up = int(np.argmax(np.diff(charge_P)))
i_down = int(np.argmin(np.diff(release_P)))
assert charge_E[i_up] <= E_up <= charge_E[i_up + 1]
assert release_E[i_down + 1] <= E_down <= release_E[i_down]


def work(E, P):
    return np.sum((E[1:] + E[:-1]) / 2 * np.diff(P))


W_in_numeric = work(charge_E, charge_P)
W_rec_numeric = -work(release_E, release_P)
# the finite field step leaves an error of at most one step times P_m
assert abs(W_in_numeric - W_in) < 1e6 * P_m
assert abs(W_rec_numeric - W_rec) < 1e6 * P_m

# ---------- controls: no coupling, and a below the double-loop window ----------
ramp = cycle[:2*N + 1]
uncoupled = follow(nonpolar_energy(a, 0.0), (0, 0), ramp)[:, 0]
uncoupled_gap = np.abs(uncoupled[:N + 1] - uncoupled[N:][::-1]).max()
assert uncoupled_gap < 1e-8
a_low = 3.3e9
remanent = follow(nonpolar_energy(a_low, h), (0, 0), ramp)[-1]
G_remanent = float(nonpolar_energy(a_low, h).subs({p: remanent[0], q: remanent[1]}))
assert remanent[0] > 0.1 and G_remanent > 0

# window of double loops, found by sampling the reduced field curve
x = np.linspace(0, 1.2, 4801)
for ratio in np.arange(0.165, 0.50, 0.01):
    curve = ratio * x - x**3 + x**5
    falling = np.where(np.diff(curve) < 0)[0]
    double_loop = len(falling) > 0 and curve[falling[-1] + 1] > 0
    assert double_loop == (0.25 < ratio < 0.45)
# the polar minimum drops below the nonpolar one at ratio 3/16
for ratio in (0.18, 0.185, 0.19, 0.20):
    reduced = ratio * x**2 / 2 - x**4 / 4 + x**6 / 6
    assert (reduced.min() < -1e-9) == (ratio < 3 / 16)

# ---------- output ----------
j = 250
M = 1e6
print("SYMMETRY OF THE TETRAGONAL STRUCTURE")
print(f"oxygen shift along c (fraction of cell): {shift:.2f}")
print(f"operations fixing a cation: {len(cation_groups[0])}")
print(f"operations fixing an oxygen: {len(oxygen_groups[0])}")
print(f"operations in crystal class: {len(tetragonal_class)}")
print(f"operations left by a transverse polarization: {len(polar_class)}")
print("MODEL PARAMETERS")
print(f"a = {a:.2e} m/F")
print(f"b0 = {b0:.2e} m^5/(F C^2)")
print(f"c = {c:.2e} m^9/(F C^4)")
print(f"K = {K:.2e} J/m^3")
print(f"h = {h:.2e} J m/C^2")
print(f"b = {b:.2e} m^5/(F C^2)")
print(f"a c / b^2 = {tau:.3f}")
print(f"low-field susceptibility 1/(eps0 a) = {1/(epsilon_0*a):.1f}")
print(f"a where polar and nonpolar energies match = {3*b**2/(16*c):.3e} m/F")
print(f"a at lower edge of double-loop window = {b**2/(4*c):.3e} m/F")
print(f"a at upper edge of double-loop window = {9*b**2/(20*c):.3e} m/F")
print("SWITCHING")
print(f"P at forward fold = {P_u:.4f} C/m^2")
print(f"P after forward jump = {P_land_up:.4f} C/m^2")
print(f"P at return fold = {P_d:.4f} C/m^2")
print(f"P after return jump = {P_land_down:.4f} C/m^2")
print(f"forward field = {E_up/M:.2f} MV/m = {E_up/1e8:.3f} MV/cm")
print(f"return field = {E_down/M:.2f} MV/m = {E_down/1e8:.3f} MV/cm")
print(f"forward jump in numerical loop: {charge_E[i_up]/M:.0f} to "
      f"{charge_E[i_up+1]/M:.0f} MV/m")
print(f"return jump in numerical loop: {release_E[i_down]/M:.0f} to "
      f"{release_E[i_down+1]/M:.0f} MV/m")
print(f"P at {cycle[j]/M:.0f} MV/m, rising field = {P_loop[j]:.4f} C/m^2")
print(f"P at {cycle[2*N-j]/M:.0f} MV/m, falling field = {P_loop[2*N-j]:.4f} C/m^2")
print(f"P at maximum field {E_max/M:.0f} MV/m = {P_m:.4f} C/m^2")
print(f"s at maximum field = {nonpolar[N,1]:.4f}")
print(f"|P| at zero field after release = {abs(P_loop[2*N]):.4f} C/m^2")
print("ANTIPOLAR TWIN")
print(f"lam = {lam:.2e} m^5/(F C^2), w = {w:.2f} C/m^2, A0 = {A0:.2f} C/m^2")
for label, k in (("zero field", 0), ("maximum field", N)):
    print(f"sublattices at {label}: {twin[k,0]+twin[k,1]:.4f} and "
          f"{twin[k,0]-twin[k,1]:.4f} C/m^2")
print(f"largest difference of P between the two loops = {loop_difference:.1e} C/m^2")
print("ENERGY PER HALF CYCLE")
print(f"charging work, formula = {W_in/M:.2f} MJ/m^3")
print(f"charging work, numerical loop = {W_in_numeric/M:.2f} MJ/m^3")
print(f"recovered work, formula = {W_rec/M:.2f} MJ/m^3 = {W_rec/M:.2f} J/cm^3")
print(f"recovered work, numerical loop = {W_rec_numeric/M:.2f} MJ/m^3")
print(f"loss = {(W_in-W_rec)/M:.2f} MJ/m^3")
print(f"efficiency = {100*W_rec/W_in:.1f} percent")
print(f"vacuum energy left out = {epsilon_0*E_max**2/2/M:.2f} MJ/m^3")
print("CONTROLS")
print(f"largest loop opening without coupling = {uncoupled_gap:.1e} C/m^2")
print(f"lowered a = {a_low:.2e} m/F, a c / b^2 = {a_low*c/b**2:.3f}")
print(f"remanent P with lowered a = {remanent[0]:.4f} C/m^2")
print(f"its energy above the nonpolar state = {G_remanent/M:.2f} MJ/m^3")
print("no test failed")
```

Output:

```
SYMMETRY OF THE TETRAGONAL STRUCTURE
oxygen shift along c (fraction of cell): 0.05
operations fixing a cation: 8
operations fixing an oxygen: 4
operations in crystal class: 16
operations left by a transverse polarization: 4
MODEL PARAMETERS
a = 4.50e+09 m/F
b0 = 5.00e+10 m^5/(F C^2)
c = 1.50e+12 m^9/(F C^4)
K = 1.00e+11 J/m^3
h = 1.00e+11 J m/C^2
b = 1.50e+11 m^5/(F C^2)
a c / b^2 = 0.300
low-field susceptibility 1/(eps0 a) = 25.1
a where polar and nonpolar energies match = 2.812e+09 m/F
a at lower edge of double-loop window = 3.750e+09 m/F
a at upper edge of double-loop window = 6.750e+09 m/F
SWITCHING
P at forward fold = 0.1126 C/m^2
P after forward jump = 0.2605 C/m^2
P at return fold = 0.2175 C/m^2
P after return jump = 0.0387 C/m^2
forward field = 319.71 MV/m = 3.197 MV/cm
return field = 165.49 MV/m = 1.655 MV/cm
forward jump in numerical loop: 319 to 320 MV/m
return jump in numerical loop: 166 to 165 MV/m
P at 250 MV/m, rising field = 0.0639 C/m^2
P at 250 MV/m, falling field = 0.2507 C/m^2
P at maximum field 500 MV/m = 0.2767 C/m^2
s at maximum field = 0.0765
|P| at zero field after release = 0.0000 C/m^2
ANTIPOLAR TWIN
lam = 2.00e+11 m^5/(F C^2), w = 0.10 C/m^2, A0 = 0.15 C/m^2
sublattices at zero field: 0.1500 and -0.1500 C/m^2
sublattices at maximum field: 0.3277 and 0.2257 C/m^2
largest difference of P between the two loops = 7.8e-16 C/m^2
ENERGY PER HALF CYCLE
charging work, formula = 76.80 MJ/m^3
charging work, numerical loop = 76.77 MJ/m^3
recovered work, formula = 48.52 MJ/m^3 = 48.52 J/cm^3
recovered work, numerical loop = 48.53 MJ/m^3
loss = 28.28 MJ/m^3
efficiency = 63.2 percent
vacuum energy left out = 1.11 MJ/m^3
CONTROLS
largest loop opening without coupling = 1.4e-17 C/m^2
lowered a = 3.30e+09 m/F, a c / b^2 = 0.220
remanent P with lowered a = 0.2595 C/m^2
its energy above the nonpolar state = 17.40 MJ/m^3
no test failed
```
